# Zero thermal diffusion from an inverse-fifth-power force between unlike molecules

A reactor calculation for vapour deposition must decide whether the precursor's flux equation keeps a term proportional to the temperature gradient. Choosing a model for the intermolecular force can make that decision unnoticed. If unlike molecules repel as the inverse fifth power of their separation, the term is zero, however steep the temperature profile within the linear theory. In the example below, a heavy precursor crossing a hydrogen film to a hot susceptor, a stiffer repulsion restores the term, and the term then lowers the arrival flux by 56 %.

## Setting and theorem

Consider a dilute, classical gas of two species of structureless particles. Collisions are binary and elastic. Species $i$ has mass $m_i$, number density $n_i$, mole fraction $x_i=n_i/n$ and mean velocity $\mathbf u_i$. Let $k$ be Boltzmann's constant, $p=nkT$, $M_i=m_i/(m_1+m_2)$ and $\mu=m_1m_2/(m_1+m_2)$.

The repulsive pair potential is written

$$V(r)=\frac{K}{N r^N},\qquad F(r)=-\frac{dV}{dr}=\frac{K}{r^{N+1}} .$$

Maxwell molecules have $N=4$. At uniform pressure and without external forces, the thermal diffusion ratio $k_T$ and factor $\alpha_T$ are defined by

$$\mathbf u_1-\mathbf u_2=-\frac{D_{12}}{x_1x_2}\left(\nabla x_1+k_T\nabla\ln T\right),\qquad \alpha_T=\frac{k_T}{x_1x_2}. \tag{1}$$

Species 1 is the heavier one. In the steady state of a closed vessel the bracket vanishes, so positive $\alpha_T$ makes $x_1$ larger where the gas is colder.

**Theorem.** Let the unlike force be $K_{12}/r^5$, and let the first-order Chapman-Enskog equations have a solution. Then, at every composition and mass ratio,

$$k_T=0,\qquad D_{12}=\frac{kT}{n\mu\kappa},\qquad \kappa=2\pi A_1\sqrt{K_{12}/\mu},$$

where $A_1$ is the pure number defined in Lemma 1. The like-pair forces need not be Maxwellian.

## Lemma 1: the friction rate is independent of speed

Let $g$ be the relative speed, $b$ the impact parameter and $\chi$ the deflection angle. Define

$$\kappa(g)=2\pi g\int_0^\infty(1-\cos\chi)\,b\,db .$$

**Lemma 1.** For the potential $K/(Nr^N)$ with $N\ge2$,

$$\kappa(g)=2\pi A_1(N)\left(\frac K\mu\right)^{2/N}g^{1-4/N},\qquad A_1(N)=\int_0^\infty(1-\cos\chi)\,v_0\,dv_0. \tag{2}$$

*Proof.* Conservation of angular momentum and energy gives

$$\dot\theta=\frac{bg}{r^2},\qquad \dot r^2=g^2\left(1-\frac{b^2}{r^2}-\frac{2V}{\mu g^2}\right).$$

Put $v=b/r$. Then $|dv/d\theta|=(b/r^2)|\dot r|/\dot\theta=|\dot r|/g$. With

$$v_0=b\left(\frac{\mu g^2}{K}\right)^{1/N},\qquad \frac{2V}{\mu g^2}=\frac{2K}{N\mu g^2b^N}\,v^N=\frac2N\left(\frac v{v_0}\right)^N,$$

the two equal halves of the orbit give

$$\chi=\pi-2\int_0^{v_m}\frac{dv}{\sqrt{1-v^2-(2/N)(v/v_0)^N}},$$

where $v_m$ is the positive zero of the radicand. Thus $\chi$ depends on $v_0$ alone. Since $b\,db=(K/\mu g^2)^{2/N}v_0\,dv_0$, equation (2) follows.

For distant passages the potential enters as a small correction of order $v_0^{-N}$, so $\chi$ is of that order and $1-\cos\chi\simeq\chi^2/2$. The integrand of $A_1$ falls as $v_0^{1-2N}$, and the integral converges. ∎

At $N=4$ the power of $g$ is zero. Faster encounters have a smaller momentum-transfer cross-section, but they occur more often in exactly the same proportion. The total cross-section, which lacks the factor $1-\cos\chi$, diverges; momentum transfer remains finite because distant encounters hardly deflect the particles.

## Lemma 2: momentum exchange depends on mean velocities

**Lemma 2.** If $\kappa$ is constant, the momentum gained by species 1 per unit volume and time is

$$\mathbf R_1=-n_1n_2\mu\kappa(\mathbf u_1-\mathbf u_2), \tag{3}$$

whatever the shapes of the velocity distributions $f_1,f_2$, provided their mean velocities exist.

*Proof.* In a collision between like particles the two momentum changes cancel, so these collisions contribute nothing. In an unlike collision, with $\mathbf g=\mathbf c_1-\mathbf c_2$ and a prime for values afterwards, the centre-of-mass velocity is conserved and

$$m_1(\mathbf c_1'-\mathbf c_1)=\mu(\mathbf g'-\mathbf g).$$

Elasticity gives $|\mathbf g'|=|\mathbf g|$. Averaging over the azimuth of the orbital plane removes the part of $\mathbf g'$ normal to $\mathbf g$, leaving $\mathbf g'-\mathbf g\to-(1-\cos\chi)\mathbf g$. At $N=4$ the integral over $b$ converges even without this average; at $N=2$, a case used later, the average must be taken first. Multiplication by the collision rate gives

$$\mathbf R_1=-\mu\iint f_1f_2\,\kappa(g)(\mathbf c_1-\mathbf c_2)\,d^3c_1d^3c_2. \tag{4}$$

Take $\kappa$ outside. The first term of the remaining integral is $n_1\mathbf u_1n_2$ and the second is $n_1n_2\mathbf u_2$. ∎

## Lemma 3: the temperature gradient exerts no direct force

In the first Chapman-Enskog approximation, $f_i=f_i^{(0)}(1+\phi_i)$. Here $f_i^{(0)}$ is the local Maxwellian with the actual densities, temperature and mass-average velocity $\mathbf u$. The streaming side of the Boltzmann equation is evaluated with $f_i^{(0)}$, and the collision side is kept to first order in $\phi_i$.

Let $\mathbf C_i=\mathbf c_i-\mathbf u$ and $W_i^2=m_iC_i^2/2kT$. Then

$$\ln f_i^{(0)}=\ln n_i-\tfrac32\ln T-W_i^2+\text{const}.$$

At uniform pressure $n_i=x_ip/kT$, hence $\nabla\ln n_i=\nabla\ln x_i-\nabla\ln T$. Differentiating $-W_i^2$ through its temperature gives $+W_i^2\nabla\ln T$. The part of the streaming side odd in $\mathbf C_i$ is therefore

$$f_i^{(0)}\mathbf C_i\cdot\left[\nabla\ln x_i+\left(W_i^2-\tfrac52\right)\nabla\ln T\right]. \tag{5}$$

No time derivative adds to it: the zeroth-order acceleration $-\nabla p/\rho$ is zero, with $\rho$ the mass density. Gradients of $\mathbf u$, and the density and temperature changes caused by $\nabla\cdot\mathbf u$, multiply even functions of $\mathbf C_i$. They drive viscous stress and drop out of an odd moment.

**Lemma 3.** The $m_1\mathbf C_1$ moment of the streaming side is $p\nabla x_1$.

*Proof.* Isotropy replaces $C_aC_b$ by $C^2\delta_{ab}/3$. The Maxwellian averages are

$$\langle W^2\rangle=\tfrac32,\qquad \langle W^4\rangle=\tfrac{15}4,$$

so $\langle W^2(W^2-\frac52)\rangle=\frac{15}4-\frac{15}4=0$. The thermal term vanishes. The other term gives

$$n_1\frac{m_1\langle C_1^2\rangle}{3}\nabla\ln x_1=n_1kT\,\nabla\ln x_1=p\nabla x_1. \qquad ∎$$

This lemma holds for any force law. A temperature gradient distorts the velocity distribution but supplies no momentum directly to either species at uniform pressure. Thermal diffusion has to come from the friction acting on the distorted distributions.

## Proof of the theorem

By Lemma 1, $\kappa$ is constant for the unlike force. The first-order part of (4) is linear in $\phi_1$ and $\phi_2$, and with constant $\kappa$ it has the form (3). Equating this to the streaming moment gives

$$p\nabla x_1=-n_1n_2\mu\kappa(\mathbf u_1-\mathbf u_2). \tag{6}$$

Insert $p=nkT$ and $n_1n_2=n^2x_1x_2$:

$$\mathbf u_1-\mathbf u_2=-\frac1{x_1x_2}\,\frac{kT}{n\mu\kappa}\,\nabla x_1 .$$

Comparison with (1) gives $k_T=0$ and the stated $D_{12}$. The functions $\phi_i$ were never expanded in polynomials, so no truncation enters. Like-pair forces shape $\phi_i$, the viscosity and the heat conduction, but are absent from (6). ∎

**Remark on pressure gradients.** If $\nabla p\ne0$, two terms join the streaming moment: $x_1\nabla p$ from $\nabla\ln n_1$, and $-(\rho_1/\rho)\nabla p$ from the acceleration of the local Maxwellian, where $\rho_1=n_1m_1$. The left side of (6) becomes $p\nabla x_1+(x_1-\rho_1/\rho)\nabla p$. This is pressure diffusion; $k_T$ stays zero.

**Remark on more species.** Lemmas 2 and 3 apply pair by pair. If every unlike force is Maxwellian,

$$p\nabla x_i=-\sum_{j\ne i}n_in_j\mu_{ij}\kappa_{ij}(\mathbf u_i-\mathbf u_j),$$

again without a temperature-gradient term.

## What changes for another unlike force

Heat flow produces distortions such as $\phi_1\propto\mathbf C_1(\frac52-W_1^2)$. By the average in Lemma 3, this function carries no net particle flow. It can nevertheless experience friction if $\kappa$ varies with speed.

To calculate that friction, let $\mathbf X$ be the centre-of-mass velocity relative to $\mathbf u$, in units of $\sqrt{2kT/(m_1+m_2)}$, and let $\boldsymbol\gamma=\mathbf g\sqrt{\mu/2kT}$. Then

$$\mathbf W_1=\sqrt{M_1}\,\mathbf X+\sqrt{M_2}\,\boldsymbol\gamma,\qquad \mathbf W_2=\sqrt{M_2}\,\mathbf X-\sqrt{M_1}\,\boldsymbol\gamma .$$

Since $W_1^2+W_2^2=X^2+\gamma^2$, the Maxwellian weight factorizes. Average over $\mathbf X$, using $\langle X_aX_b\rangle=\delta_{ab}/2$ and dropping odd terms:

$$\langle\boldsymbol\gamma\cdot\mathbf W_1\rangle_X=\sqrt{M_2}\,\gamma^2,$$

$$\langle\boldsymbol\gamma\cdot\mathbf W_1\,W_1^2\rangle_X=\sqrt{M_2}\,\gamma^2\left(\tfrac32M_1+M_2\gamma^2+M_1\right).$$

The last $M_1$ comes from the product of the two terms linear in $\boldsymbol\gamma\cdot\mathbf X$. Because $1-M_1=M_2$,

$$\left\langle\boldsymbol\gamma\cdot\mathbf W_1\left(\tfrac52-W_1^2\right)\right\rangle_X=\sqrt{M_2}\,\gamma^2\,M_2\left(\tfrac52-\gamma^2\right).$$

Now integrate over $\boldsymbol\gamma$ with $\kappa\propto\gamma^{1-4/N}$:

$$\frac{\langle\gamma^4\kappa\rangle}{\langle\gamma^2\kappa\rangle}=\frac{\int_0^\infty\gamma^{7-4/N}e^{-\gamma^2}d\gamma}{\int_0^\infty\gamma^{5-4/N}e^{-\gamma^2}d\gamma}=\frac{\Gamma(4-2/N)}{\Gamma(3-2/N)}=3-\frac2N .$$

The friction on $\mathbf C_1(\frac52-W_1^2)$, relative to that on $\mathbf C_1$, is therefore

$$M_2\left(\frac52-3+\frac2N\right)=-\frac{M_2}{2}\left(1-\frac4N\right). \tag{7}$$

For $\mathbf C_2(\frac52-W_2^2)$, exchange $M_1$ and $M_2$ and reverse $\boldsymbol\gamma$. Returning from $\mathbf W_i$ to $\mathbf C_i$ supplies $\sqrt{m_1/m_2}$, and the ratio to the same reference is $+(M_1^2/2M_2)(1-4/N)$. Both couplings vanish at $N=4$.

The factor $1-4/N$ has a meaning beyond power laws. Define the thermal friction rate $\bar\kappa=\langle\gamma^2\kappa\rangle/\langle\gamma^2\rangle$. Written as an integral over $g$, it is proportional to $T^{-5/2}\int g^4e^{-\mu g^2/2kT}\kappa(g)\,dg$. Differentiation gives

$$\frac{d\ln\bar\kappa}{d\ln T}=\frac{\langle\gamma^4\kappa\rangle}{\langle\gamma^2\kappa\rangle}-\frac52 .$$

The slope factor $2\,d\ln\bar\kappa/d\ln T$ thus replaces $1-4/N$ in the couplings for a general unlike force.

A numerical solution of the linearized Boltzmann equations separates the roles of the forces. With $M_1=0.9$, $x_1=0.3$ and all strengths equal to one in reduced units, like forces with $N=12$ and an unlike force with $N=4$ give $\alpha_T=4.9\times10^{-16}$, zero to rounding. Interchanging the two exponents gives $\alpha_T=0.381$.

## A solvable limit with a change of sign

Let species 2 be a very light trace among heavy, practically immobile scatterers. The light speed $C$ is conserved in each collision. Put $\phi_2=-\mathbf C\cdot\mathbf a(C)$. Azimuthal averaging, as in Lemma 2, turns the collision side into $n_1\kappa(C)f_2^{(0)}\mathbf C\cdot\mathbf a$. Equating it to (5) gives

$$\mathbf a=\frac1{n_1\kappa(C)}\left[\nabla\ln x_2+\left(W^2-\tfrac52\right)\nabla\ln T\right].$$

The mean velocity is $\mathbf u_2=-\langle C^2\mathbf a\rangle/3$, or

$$\mathbf u_2=-D\left[\nabla\ln x_2+\left(\frac{\langle W^4/\kappa\rangle}{\langle W^2/\kappa\rangle}-\frac52\right)\nabla\ln T\right],\qquad D=\frac{\langle C^2/\kappa\rangle}{3n_1}.$$

With $\kappa\propto W^{1-4/N}$, the ratio of averages is $\Gamma(3+2/N)/\Gamma(2+2/N)=2+2/N$. The thermal coefficient for the light species is therefore $2/N-1/2$. Using $\mathbf u_1=0$ and $\nabla x_2=-\nabla x_1$ in (1) reverses its sign:

$$\alpha_T=\frac12-\frac2N. \tag{8}$$

For $N>4$ fast light particles suffer more friction per unit velocity, and the heavy species is relatively enriched in the cold. For $N<4$ the separation reverses. Maxwell molecules lie at the crossing.

The Boltzmann solution, with $x_2=10^{-3}$ and $M_2=10^{-5}$, gives $-0.5006$, $0.0000$ and $0.3289$ for $N=2,4,12$. Equation (8) gives $-0.5000$, $0$ and $0.3333$. The small differences come almost entirely from the finite polynomial expansion: in the exact light-trace limit the same order gives $-0.5005$ and $0.3288$ for $N=2$ and $12$, and order 20 gives $-0.5000$ and $0.3330$.

## A precursor crossing a hydrogen film

Take a precursor of 115 u, roughly like trimethylgallium, in hydrogen of 2 u. A stagnant film 5.0 mm thick runs from 300 K to a susceptor at 1000 K, at 100 Torr. The precursor mole fraction at the cold edge is $x_e=10^{-4}$. The collision diameters are 0.56 nm for the precursor pair, 0.42 nm for the unlike pair and 0.28 nm for hydrogen. These are rough typical values.

Each potential is set so that $NV=NkT_m$, hence $V=kT_m$, at its collision diameter, with $T_m=650$ K. For the Maxwell model this gives $K_{12}=0.00697$ eV nm⁴. With $\mu=1.9658$ u, $\sqrt{K_{12}/\mu}=5.85\times10^{-10}$ cm³/s, and

$$\kappa=2\pi(0.42194)(5.85\times10^{-10})=1.55\times10^{-9}\ \text{cm}^3/\text{s}.$$

At 650 K, $n=1.4856\times10^{18}$ cm⁻³. Since $kT=p/n$, in SI units

$$D_{12}=\frac{p}{n^2\mu\kappa}=\frac{1.333\times10^4}{(1.4856\times10^{24})^2(3.264\times10^{-27})(1.551\times10^{-15})}=1.19\times10^{-3}\ \text{m}^2/\text{s},$$

or 11.9 cm²/s. The Boltzmann solution gives the same value and $\alpha_T=2.0\times10^{-15}$.

For a trace precursor without bulk flow, the particle flux is

$$J=-nD\left(\frac{dx}{dz}+\alpha_Tx\frac{d\ln T}{dz}\right).$$

Multiplication by $T^{\alpha_T}$ turns the bracket into a total derivative:

$$\frac{d}{dz}\left(xT^{\alpha_T}\right)=-\frac{J\,T^{\alpha_T}}{nD}.$$

Let $T$ rise linearly from $T_c$ to $T_h$ across thickness $\delta$, and let the susceptor absorb every arriving molecule, so $x=0$ there. For a power law $\bar\kappa\propto T^{1/2-2/N}$, and $nD\propto T/\bar\kappa\propto T^s$ with $s=1/2+2/N$. Integration gives

$$J=\frac{x_e(nD)_m(T_h-T_c)T_c^{\alpha_T}}{\delta\,T_m^s\int_{T_c}^{T_h}T^{\alpha_T-s}dT}. \tag{9}$$

Here $\alpha_T$ is constant because all three pairs share one $N$: heating rescales every collision rate by the same factor. For Maxwell molecules $\alpha_T=0$, $s=1$, and the integral is a logarithm:

$$J=\frac{10^{-4}(1.4856\times10^{18})(11.933)(700)}{(0.50)(650)\ln(1000/300)}=3.17\times10^{15}\ \text{cm}^{-2}\text{s}^{-1}.$$

## How far the Maxwell model misses

Now let $N=12$ for all pairs, holding the diameters and the matching at 650 K fixed. The Boltzmann solution gives $D_{12}=10.5$ cm²/s and $\alpha_T=1.168$; one polynomial order lower gives 1.167. Equation (9) then yields $2.93\times10^{15}$ cm⁻² s⁻¹ if thermal diffusion is left out and $1.28\times10^{15}$ cm⁻² s⁻¹ if it is kept. Their ratio is 0.436, the 56 % loss stated at the start. This number belongs to the linear temperature profile. If heat crosses the film by conduction alone, with the conductivity proportional to $T^{2/3}$ as in this model, the profile is curved and the loss is 60 %. The Maxwell flux is about 2.5 times the full $N=12$ flux, mainly because it lacks thermal diffusion.

In a closed film $J=0$, so $xT^{\alpha_T}$ is uniform and

$$\frac{x_{\rm hot}}{x_{\rm cold}}=\left(\frac{1000}{300}\right)^{-1.168}=0.245 .$$

The Maxwell model gives one.

Attraction weakens the coupling across this film, most strongly at the cold edge. For a Lennard-Jones unlike pair with a well depth of $150\,\text{K}\times k$, again a rough value, the slope factor is about 0.31 at 300 K, 0.56 at 650 K and 0.63 at 1000 K. The $N=12$ repulsion has 0.667 and Maxwell molecules zero. For the two higher temperatures the numerical output shows 0.577 and 0.635 because it omits relative energies below 0.8 well depths, where orbiting can occur. Their thermal weight at 650 K is only 0.09 %, but leaving them out raises the slope factor there by about 0.02. These factors measure the coupling to the unlike force. They do not give $\alpha_T$ by themselves, since hydrogen-hydrogen collisions help set the distortion. A heavy-trace estimate that also gives the hydrogen pair a well, of depth $60\,\text{K}\times k$, puts the flux loss near one half instead of 56 % for the linear profile (about 53 % for pure conduction). In that lowest-order estimate $\alpha_T$ rises from about 0.69 at 300 K to 1.16 at 650 K and 1.27 at 1000 K, against 1.13 for $N=12$ at the same order, so $\alpha_T$ itself is lowered only in the colder part of the film.

The temperature gradient is small enough for the linear theory. The composition gradient is too, except in a thin layer at the perfect sink, where $x$ falls to zero and the theory does not resolve the profile. The precursor loses its drift over about $D_{12}\sqrt{m_1/kT}=5.5$ µm, across which the temperature changes by a fraction $1.2\times10^{-3}$. These values are for 650 K; at the susceptor they are 10.5 µm and $1.5\times10^{-3}$. Replacing $x=0$ by a kinetic wall flux between $xn\bar c/2$ and $xn\bar c/4$, with $\bar c$ the mean precursor speed, lowers the $N=12$ flux by 0.25 to 0.5 % and leaves the loss at 56 %. Classical scattering is less secure for hydrogen: its thermal wavelength at 300 K is 0.071 nm, or 0.17 of the unlike diameter. For a hydrogen pair the reduced mass is 1 u, and the wavelength of the relative motion is 0.36 of the hydrogen diameter. The resulting correction was not calculated.

A real metal-organic reactor departs from this film in other ways. Precursor molecules have internal energy and can decompose before reaching the susceptor; the temperature profile is not linear even in pure conduction, and buoyancy and forced flow alter it further; the surface need not absorb every arrival. None of these effects is included, so the fluxes are model results rather than predictions of growth rate. For this hot film and heavy precursor, stiff repulsion alone is enough to rule out the Maxwell force as a reason for deleting the thermal term. In an isothermal film the term vanishes for any force law, and that objection disappears.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Largest orbit-angle difference: 1.1e-08 rad
Maxwell number A1: 0.42194 (dimensionless)
Largest |alpha_T|, three Maxwell mixtures: 1.4e-15
alpha_T, like N=12, unlike N=4: 4.9e-16
alpha_T, like N=4, unlike N=12: 0.3808
Light trace N=2: alpha_T solved -0.5006, limit formula -0.5000
Light trace N=4: alpha_T solved 0.0000, limit formula 0.0000
Light trace N=12: alpha_T solved 0.3289, limit formula 0.3333
Precursor mass, hydrogen mass: 115, 2 u
Reduced mass: 1.9658 u
Diameters 11, 12, 22: 0.56, 0.42, 0.28 nm
Pressure: 100 Torr
Cold, mean, hot temperature: 300, 650, 1000 K
Film thickness: 5.0 mm
Precursor mole fraction at cold edge: 1.0e-04
Number density at mean temperature: 1.4856e+18 cm^-3
Maxwell K12: 0.00697 eV nm^4
Maxwell kappa: 1.5508e-09 cm^3/s
Maxwell D12 at mean temperature: 11.933 cm^2/s
Maxwell D12 from Boltzmann solution: 11.933 cm^2/s
Maxwell alpha_T in example: 2.0e-15
Maxwell arrival flux: 3.1713e+15 cm^-2 s^-1
N=12 D12 at mean temperature: 10.493 cm^2/s
N=12 alpha_T, Sonine order 3 and 4: 1.1672, 1.1680
N=12 no-flux ratio x_hot/x_cold: 0.2451
N=12 flux without thermal diffusion: 2.9328e+15 cm^-2 s^-1
N=12 flux with thermal diffusion: 1.2801e+15 cm^-2 s^-1
N=12 flux change by thermal diffusion: -56.4 %
Friction slope factor N=4, N=12: 0.000, 0.667
Lennard-Jones well depth / k_B: 150 K
Lennard-Jones slope factor at mean, hot T: 0.577, 0.635
Omitted low-energy weight at mean T: 0.091 %
Precursor relaxation length: 5.50 um
Relative T change over that length: 1.19e-03
Hydrogen thermal wavelength at cold edge: 0.0713 nm
Wavelength / unlike diameter: 0.170
```
